\section*{Axial minimum backscattering yield from excluded areas around atomic rows}

\section{Four per cent of the ions}

Let 2 MeV helium ions enter silicon along $\langle100\rangle$, spread evenly over the surface. In a trajectory calculation with vibrating atoms, the ions that enter within 0.022 nm of an atomic row are 4.2\% of the beam, yet they account for 95 to 98\%, depending on the random sample, of the close encounters with nuclei at depths between 41 and 136 nm. In this depth range, almost all the close encounters come from ions that entered through a small fraction of the surface.

This suggests an estimate of the minimum yield $\chi_{\min}$, the close-encounter yield at small depth, behind the first atomic layers, in an aligned crystal divided by that for a random direction:
\begin{equation}
\chi_{\min}=\pi N d\,r_{\min}^2,\qquad r_{\min}^2=\rho^2+a^2 .
\label{result}
\end{equation}
Here $N$ is the number of atoms per volume, $d$ the mean spacing of atoms along a row, $\rho^2$ the mean square vibration perpendicular to the row, and $a$ the screening length of the atom. Equation (\ref{result}) is a conditional result. The first derivation takes the radius as given and counts ions at the surface. The second counts encounters at depth and shows under which assumption the two squares add.

\section{First derivation: counting entry points}

Consider a crystal of surface area $A$ and thickness $L$, with rows perpendicular to the surface. It holds $NAL$ atoms, and each row holds $L/d$ of them. The number of rows is therefore $NAL/(L/d)=NAd$, and the area belonging to one row is
\begin{equation}
A_0=\frac{A}{NAd}=\frac{1}{Nd}.
\label{area}
\end{equation}
The rows need not be evenly arranged, since only their number enters.

Let $Y(\mathbf r)$ be the mean yield of an ion that enters at $\mathbf r$, measured from the row, with the random yield as unit. For a uniform parallel beam the total is the average over the area of one row,
\begin{equation}
\chi=\frac{1}{A_0}\int_{A_0}Y(\mathbf r)\,d^2r=Nd\int_{A_0}Y(\mathbf r)\,d^2r .
\label{entry}
\end{equation}
Now assume that an ion entering within $r_{\min}$ of a row is deflected so strongly that it afterwards behaves as in a random direction, while every other ion is steered away from the nuclei. Then $Y=1$ inside the disc and $Y=0$ outside, and
\begin{equation}
\chi_{\min}=Nd\int_0^{r_{\min}}2\pi r\,dr=\pi Nd\,r_{\min}^2 .
\label{disc}
\end{equation}
The discs must not overlap, so $2r_{\min}$ must be smaller than the distance between neighbouring rows.

The geometry was tested by counting points in the diamond lattice that lie within 0.040 nm of a row. The counted fractions are 13.63\%, 9.65\% and 11.80\% for $\langle100\rangle$, $\langle110\rangle$ and $\langle111\rangle$; the formula gives 13.64\%, 9.64\% and 11.81\%. Along $\langle111\rangle$ the atoms of a row are unevenly spaced, and the mean spacing is the right $d$.

\subsection{Why the radius is of atomic size}

The radius must come from the force that steers the ions. Let $Z_1$ and $Z_2$ be the atomic numbers of ion and atom, $E$ the ion energy, and $e$ the elementary charge in Gaussian units. At distance $R$ from the nucleus take the screened potential
\begin{equation}
V(R)=Z_1Z_2e^2\left[\frac1R-\frac1{\sqrt{R^2+3a^2}}\right].
\end{equation}
An ion moving almost parallel to a row passes many atoms at nearly the same distance $r$, so it feels the average of $V$ along the row. With $R^2=r^2+z^2$ and $\int dz/\sqrt{z^2+c^2}=\operatorname{arsinh}(z/c)$,
\begin{align}
U(r)&=\frac1d\int_{-\infty}^{\infty}V\,dz\notag\\
&=\frac{2Z_1Z_2e^2}{d}\lim_{l\to\infty}\left[\operatorname{arsinh}\frac lr-\operatorname{arsinh}\frac{l}{\sqrt{r^2+3a^2}}\right]\notag\\
&=\frac{Z_1Z_2e^2}{d}\ln\left(1+\frac{3a^2}{r^2}\right).
\label{U}
\end{align}
The last line uses $\operatorname{arsinh}x\to\ln 2x$ for large $x$.

The potential is strong for $r\lesssim a$ and falls as $1/r^2$ for $r\gg a$. In a lattice at rest, an ion that enters parallel to the row at a distance $r$ between about $a/4$ and $a$ acquires a transverse energy of about $U(r)$ as it is pushed away. The neighbouring rows lower the gain by roughly 10 eV in the silicon example below, which is a small part of $U(r)$ inside $a$ and a large part farther out. With vibrating atoms, the gain of ions that enter within the vibration amplitude of the row scatters widely about $U(r)$. Taking $r=a$ as the limit of steering amounts to choosing a critical angle $\psi_c$ through $E\psi_c^2=U(a)$. With $\psi_1^2=2Z_1Z_2e^2/(Ed)$,
\begin{equation}
\psi_c^2=\frac{Z_1Z_2e^2}{Ed}\ln4=\frac{\ln4}{2}\,\psi_1^2,\qquad \psi_c=0.83\,\psi_1 .
\end{equation}
For the example, $\psi_1=0.49^\circ$ and $\psi_c=0.41^\circ$. The potential (\ref{U}) has no edge at $r=a$. The choice fixes a scale, and a factor of order one in $a^2$ remains open.

\section{Second derivation: counting encounters at depth}

This derivation asks how many ions are found where the nuclei are. It assumes that the transverse energy
\begin{equation}
E_\perp=\frac{p_\perp^2}{2M}+U
\end{equation}
of each ion is conserved, where $M$ is the ion mass and $\mathbf p_\perp$ its momentum perpendicular to the row. It also assumes that the ions have spread evenly over the transverse states allowed by this energy. The probability density at a point is then proportional to
\begin{equation}
\int d^2p_\perp\,\delta\!\left(E_\perp-U-\frac{p_\perp^2}{2M}\right)
=2\pi M\int_0^\infty dT\,\delta(E_\perp-U-T),
\end{equation}
because $d^2p_\perp=2\pi p_\perp dp_\perp=2\pi M\,dT$ with $T=p_\perp^2/2M$. The result is $2\pi M$ wherever $U<E_\perp$ and zero elsewhere. In two transverse dimensions the density is thus uniform over the accessible area.

An ion that enters parallel to the row at distance $r_i$ has $E_\perp=U(r_i)$ and cannot come closer than $r_i$. Replace the area of one row by a circle of area $A_0$, with circular lines of equal potential. The accessible area is $A_0-\pi r_i^2$, and the density there, relative to a uniform beam, is $A_0/(A_0-\pi r_i^2)$. At distance $r$ one finds the ions with $r_i<r$. Averaging over entry points gives the relative flux
\begin{align}
F(r)&=\int_0^r\frac{2\pi r_i\,dr_i}{A_0}\,\frac{A_0}{A_0-\pi r_i^2}\notag\\
&=-\ln\left(1-\frac{\pi r^2}{A_0}\right)=-\ln(1-\pi Ndr^2).
\label{flux}
\end{align}
No ion is lost: with $s=\pi r^2/A_0$, the average of $F$ over the cell is $\int_0^1[-\ln(1-s)]\,ds=1$. The flux missing near the rows reappears in the open channel.

The yield is the flux averaged over the places where encounters occur. For $\pi Ndr^2\ll1$ the logarithm can be expanded:
\begin{equation}
\chi=\langle F(r)\rangle=\pi Nd\langle r^2\rangle+\tfrac12(\pi Nd)^2\langle r^4\rangle+\cdots .
\label{moment}
\end{equation}
To leading order, the squared radius in the yield is the mean square distance of the encounters from the row. No sharp disc was assumed.

\subsection{The two contributions to the radius}

Let $\mathbf u$ be the thermal displacement of an atom perpendicular to the row, Gaussian with rms amplitude $u_1$ in each direction. Then
\begin{equation}
\rho^2=\langle u_x^2+u_y^2\rangle=2u_1^2 .
\end{equation}
To represent the finite size of the screened atom, let the effective encounter point be $\mathbf r=\mathbf u+\mathbf s$, where $\mathbf s$ is independent of $\mathbf u$ and has length $a$ and random direction. Then
\begin{equation}
\langle r^2\rangle=\langle u^2\rangle+2\langle\mathbf u\rangle\cdot\langle\mathbf s\rangle+\langle s^2\rangle=\rho^2+a^2,
\label{sum}
\end{equation}
since both mean vectors vanish. Inserting this in the first term of (\ref{moment}) gives (\ref{result}).

The offset $\mathbf s$ is an assumption, and it is not the impact parameter of backscattering. A large-angle collision needs an impact parameter of order $Z_1Z_2e^2/E=40.3\ \mathrm{eV\,nm}/(2\times10^6\ \mathrm{eV})=2\times10^{-5}$ nm, about a thousand times smaller than $a$. If the encounter is placed at the nucleus, then $\mathbf s=0$ and
\begin{equation}
\chi_{\mathrm{vib}}=\pi Nd\,\rho^2 .
\label{vib}
\end{equation}
The term $a^2$ therefore does not follow from conserved transverse energy and an even spread. It is a rough allowance for yield that these assumptions leave out. Whether it has the right form must be tested separately.

\section{Numbers for silicon}

The inputs are a lattice constant of 0.543 nm and $u_1=0.0075$ nm, both rough values for silicon near room temperature. Along $\langle100\rangle$, $N=49.97\ \mathrm{nm^{-3}}$ and $d=0.543$ nm. The Thomas--Fermi length is
\begin{equation}
a=\left(\frac{9\pi^2}{128}\right)^{1/3}\frac{a_B}{Z_2^{1/3}}=0.0194\ \mathrm{nm},
\end{equation}
with $a_B$ the Bohr radius and $Z_2=14$. The squared radius is
\begin{equation}
r_{\min}^2=(1.125+3.779)\times10^{-4}\ \mathrm{nm^2}=4.904\times10^{-4}\ \mathrm{nm^2},
\end{equation}
so $r_{\min}=0.022$ nm. The rows are 0.192 nm apart and the discs are well separated. The yield is
\begin{equation}
\chi_{\min}=\pi(49.97)(0.543)(4.904\times10^{-4})=0.042 .
\end{equation}
With the same radius, the formula gives 3.0\% for the more closely packed $\langle110\rangle$ rows and 3.6\% for the $\langle111\rangle$ rows. These two values are not compared with trajectories here. Smaller $d$ means fewer rows per area, and so less excluded area.

The second term of (\ref{moment}) measures the leading-order error of the second derivation. For the Gaussian, $\langle u^4\rangle=2\rho^4$. Squaring $r^2=u^2+a^2+2\mathbf u\cdot\mathbf s$ and using $\langle(\mathbf u\cdot\mathbf s)^2\rangle=\rho^2a^2/2$ gives
\begin{equation}
\langle r^4\rangle=2\rho^4+4\rho^2a^2+a^4=3.4\times10^{-7}\ \mathrm{nm^4}.
\end{equation}
The correction is $\tfrac12(85.2)^2(3.4\times10^{-7})=0.0012$, or 3\% of the yield. For vibration alone, (\ref{vib}) gives 0.959\%, while numerical integration over the finite circular cell gives 0.968\%.

\section{What each derivation assumes}

Both derivations need a uniform parallel beam. The first needs discs that do not overlap, and the leading-order result of the second needs a small excluded area. They also differ in what happens after entry. The first divides the ions into two classes and needs neither conserved transverse energy nor an even spread over the channel, but it cannot supply the radius. The second derives the flux near the row and turns the radius into a mean square distance, but it needs both of those conditions, and it needs the offset $\mathbf s$ to produce $a^2$.

The two pictures can also be joined literally. In equilibrium, an ion entering at $r_i$ meets the nuclei that lie beyond $r_i$. To leading order its yield is
\begin{equation}
Y(r_i)=\int_{r_i}^{\infty}\frac{2r}{\rho^2}e^{-r^2/\rho^2}dr=e^{-r_i^2/\rho^2}.
\end{equation}
Set $Y=1$ for entry inside $a$ and keep this law outside. Equation (\ref{entry}) then gives
\begin{align}
\chi_{\mathrm{joint}}&=\pi Nd\left[a^2+\int_a^\infty2r\,e^{-r^2/\rho^2}dr\right]\notag\\
&=\pi Nd\left[a^2+\rho^2e^{-a^2/\rho^2}\right].
\label{joint}
\end{align}
Since the exponential is at most one, this never exceeds (\ref{result}). The difference is an overlap: ions entering inside $a$ already have the full yield, and vibration cannot add to it. For $\rho\gg a$ the bracket tends to $\rho^2$, as does $r_{\min}^2$, in relative terms. For $\rho\ll a$ it tends to $a^2$. In the example $a^2/\rho^2=3.36$ and (\ref{joint}) gives 3.3\% instead of 4.2\%. The way in which the two lengths are combined thus moves the result by about a fifth.

\section{Comparison with trajectories}

The trajectory calculation uses neither a row potential nor an exclusion radius. Each ion meets the nearest atom in every layer, and each atom has an independent thermal displacement. The transverse impulse at impact parameter $b$ is $-(1/v)\,d(\int V\,dz)/db$, with $v$ the ion speed. Dividing by $Mv$ and using $Mv^2=2E$ gives the deflection
\begin{equation}
\theta(b)=-\frac{d}{2E}\frac{dU}{db}=\frac{3a^2Z_1Z_2e^2}{E\,b\,(b^2+3a^2)} .
\end{equation}
At $b=a$ this is $0.045^\circ$, about a ninth of $\psi_c$, so steering is the joint work of many atoms. In a random direction the calculation gives a yield of $0.996\pm0.006$, as its normalization requires. Errors here are one standard error.

For the aligned beam the yield is $2.54\pm0.17\%$, which is 0.61 of the value from (\ref{result}). Denser sampling of the entry points near the rows gives 2.7\%, and including the farther atoms of each layer changes this by less than 0.1 point. The value depends on the screened potential: the Moli\`ere form with the same $a$ gives 3.0\%. The entry-resolved yields show where the difference lies. Ions entering inside $r_{\min}$ have a mean yield of 0.592, and those outside 0.00083, so
\begin{equation}
0.0416\times0.592+0.9584\times0.00083=0.0246+0.0008=0.0254 .
\end{equation}
The last digits depend on the sample: other random samples give 0.60 to 0.64 inside and 0.0007 to 0.0013 outside. The assumption $Y=0$ outside the disc holds well here. The assumption $Y=1$ inside is too high: on average, ions that enter there still meet nuclei less often than in a random direction.

The yield is also 2.6 times the vibration-only value (\ref{vib}). The trajectories drop conserved transverse energy, the row potential and the even spread together, so they do not single out one cause. Kicks from displaced atoms explain only part of it. If the steering atoms are held on their sites and vibration enters only through the positions of the nuclei that are hit, the yield is already 1.9\%, twice the value (\ref{vib}). About half of the excess therefore arises in a lattice at rest. Whether it comes from the discrete atoms or from the incomplete spread over the channel is not separated here.

The dependence on vibration is a sharper comparison. With energy and depth window held fixed, the results are as follows.

\begin{center}
\begin{tabular}{ccc}
$u_1$ (nm) & Eq.~(\ref{result}) (\%) & trajectories (\%)\\
0.0050 & 3.65 & $1.25\pm0.13$\\
0.0075 & 4.18 & $2.54\pm0.17$\\
0.0106 & 5.14 & $5.23\pm0.21$
\end{tabular}
\end{center}

From the first row to the last, the formula rises by 1.5 percentage points and the trajectories by 4.0. The agreement in the last row is a crossing of two different curves and does not confirm the formula. Divided by $\pi Nd\rho^2$, the three trajectory yields give 2.9, 2.6 and 2.7, equal within their errors. These errors, 4 to 10\% of the yields, leave room for a ratio that changes slowly with $u_1$ or for a small additive term, but not for one as large as $\pi Nda^2$. Denser sampling gives ratios of about 3.0, 2.8 and 2.6, a slow fall with $u_1$. As $u_1\to0$, (\ref{result}) keeps a floor of $\pi Nda^2=3.2\%$, and the trajectory yield at $u_1=0.0050$ nm is already well below it. For the 2 MeV beam along $\langle100\rangle$ studied here, the formula is therefore an estimate of size near room temperature in this depth range, and a poor guide to the change of yield with temperature.

\section{Conditions in a real measurement}

Helium at about 2 MeV is a common probe of silicon wafers, and good crystals give minimum yields of roughly a few per cent, the size found here. Two assumptions move the number strongly. Replacing the full random yield inside the disc by trajectories lowers 4.2\% to 2.5\%, and dropping the offset $\mathbf s$ from the second derivation lowers 4.2\% to 1.0\%. A beam misaligned by $0.1^\circ$ adds a transverse energy $E\psi^2=6.1$ eV, small beside $U(a)=103$ eV. Its trajectory yield, averaged over the direction of the tilt, is $2.87\pm0.18\%$, and the rise of 0.3 points is not resolved with this number of ions. Denser sampling gives 3.0\% against 2.7\% and does resolve it.

Electrons also scatter the ions. An electron of mass $m$, initially at rest, that takes up energy $T_e$ has momentum $\sqrt{2mT_e}$. The ion's transverse recoil energy is then at most $2mT_e/(2M)=(m/M)T_e$. If the transverse kicks have independent random directions, their energies add on average, which gives a mean of at most $(m/M)Sz$ after depth $z$, where $S$ is the energy loss per length. With a Bethe value $S=248$ eV/nm, based on a rough mean excitation energy of 170 eV, this is 4.6 eV at 136 nm, or 4.5\% of $U(a)$. It grows with depth, and (\ref{result}), which contains no depth, leaves it out. The trajectory yields are averages from 41 to 136 nm. The yield is not constant with depth: at room temperature it is about 0.2\% from 5 to 14 nm, 1.3\% from 14 to 41 nm, 3.2\% from 41 to 68 nm, 2.2\% from 68 to 102 nm and 2.7\% from 102 to 136 nm. The comparison with the formula thus depends on the window, and closer to the surface, where the ions have had less time to spread over the channel, the formula lies further above the trajectories. Surface oxide and crystal damage are left out of all these numbers; both can add yield.

Equation (\ref{result}) contains no ion energy. The trajectories were run at 2 MeV only, so they do not show that the yield is independent of energy. The row potential is easiest to justify when an ion moves sideways by much less than $a$ from one atom to the next. Between successive atoms of a row, an ion at angle $\psi_1$ moves sideways by $\psi_1d=0.0047$ nm, a quarter of $a$. Since $\psi_1\propto E^{-1/2}$, this step would equal $a$ near 0.12 MeV. This energy is a scale for comparison and not a sharp lower limit for the averaged potential. The example lies well above it. The values of the main runs are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
He energy: 2.0 MeV
Si lattice constant (rough): 0.543 nm
Atomic density N: 49.97 nm^-3 = 4.997e+22 cm^-3
Row spacing d <100>: 0.543 nm
Area per row: 0.03686 nm^2
Distance between rows: 0.1920 nm
u1 (rough, room temperature): 0.0075 nm
rho: 0.01061 nm; rho^2: 1.1250e-04 nm^2
Screening length a: 0.01944 nm; a^2: 3.7787e-04 nm^2
r_min: 0.02214 nm; r_min^2: 4.9037e-04 nm^2
chi_min formula <100>: 4.18 %
<110> d: 0.3840 nm; chi_min: 2.96 %
<111> d: 0.4703 nm; chi_min: 3.62 %
Lattice count test radius: 0.040 nm
<100> counted: 13.63 %; formula: 13.64 %
<110> counted: 9.65 %; formula: 9.64 %
<111> counted: 11.80 %; formula: 11.81 %
Z1*Z2*e^2: 40.319 eV nm
Row potential U(a): 102.9 eV
psi_1: 0.494 deg; psi_c: 0.411 deg
Vibration-only formula: 0.959 %
Vibration-only quadrature: 0.968 %
Overlap-corrected formula: 3.254 %
Overlap-corrected quadrature: 3.256 %
Trajectory ions per run: 19600
Trajectory depth window: 40.7 to 135.8 nm
Random direction yield: 0.996 +/- 0.006
Trajectory yield, room: 2.54 +/- 0.17 %
Trajectory/formula ratio: 0.61
Entry fraction inside r_min: 4.16 %
Mean relative yield inside r_min: 0.592
Mean relative yield outside r_min: 0.00083
Share of yield from inside: 96.9 %
Smaller u1: 0.0050 nm; formula: 3.65 %
Smaller u1 trajectories: 1.25 +/- 0.13 %
Larger u1: 0.0106 nm; formula: 5.14 %
Larger u1 trajectories: 5.23 +/- 0.21 %
Misalignment: 0.10 deg; E*psi^2: 6.09 eV
Misaligned trajectories: 2.87 +/- 0.18 %
Mean excitation energy (rough): 170 eV
Bethe stopping power: 248 eV/nm
Electron transverse heating, upper estimate: 4.61 eV
Heating/U(a): 4.5 %
\end{verbatim}
